Why a Voltage Ramp Overshoots the Static Breakdown Voltage

An argon gap whose static breakdown voltage is 198.4 V is ramped upward at 100 V/s. In a simulation of 6000 such ramps, breakdown is recorded on average 10.82 V above the static value, with a standard error of 0.08 V. More repetitions shrink the standard error but leave the 10.8 V in place. The recording is taken to be instantaneous and free of noise, so the excess must arise in the gap itself.

**The counter-example**

The belief to be examined is that the voltage at which a fast ramp breaks the gap down is the static breakdown voltage. The test case is a uniform gap of length d = 1.5 cm at pressure p = 1 Torr. An electron crossing the gas ionizes α times per unit length, with

α = A p exp(−B p d/V),

A = 12 /(cm Torr) and B = 180 V/(cm Torr). Each ion that reaches the cathode releases an electron with probability γ = 0.01. These are rough values for argon.

One electron leaving the cathode becomes on average M = exp(αd) electrons at the anode and leaves M − 1 ions behind. The mean number of secondary electrons it causes at the cathode is therefore

μ = γ[exp(αd) − 1].

The static breakdown voltage V_s is the voltage at which each electron just replaces itself, μ = 1. This requires exp(αd) = 1 + 1/γ, or αd = L with L = ln(1 + 1/γ) = 4.615. Inserting α gives

A p d exp(−B p d/V_s) = L,

V_s = B p d / ln(A p d/L) = 270 V / ln(18/4.615) = 198.4 V.

The solution exists if A p d > L.

Crossing V_s makes a discharge possible but does not start one. An electron must first leave the cathode. Let such seed electrons appear at random, as a Poisson process with constant rate Y = 50 /s. Even then most early seeds fail. At 10 V above V_s, μ = 1.369, and it is shown below that a seed succeeds with probability P = 0.2696. If the voltage were held there, the mean wait for a successful seed would be

1/(YP) = 1/(50 × 0.2696) s = 74 ms.

A ramp of 100 V/s climbs 7.4 V in that time. An overshoot of several volts is thus to be expected.

The simulation follows the electrons generation by generation. A generation lasts one ion transit time, T = 20 µs. Seeds are added at random from 3 V below V_s onward, the number of secondaries is drawn at the current voltage, and chains from different seeds may overlap. Breakdown is recorded when G = 10⁶ electrons leave the cathode in one generation. The mean overshoot of 10.82 V comes with a scatter of 5.94 V between single ramps. The belief fails for this gap by 5.5 % of V_s.

To see whether scarce seeds are the cause, the seed rate is raised to 5000 /s with the gap, the ramp and the detection level held fixed. The mean overshoot drops to 1.48 V and the scatter to 0.37 V. Most of the original overshoot was waiting for a successful seed. Part of the remainder has a second cause, treated below.

**The correct statement**

Let k be the ramp rate and u = V − V_s the overshoot. Assume that space charge is negligible until detection, that seeds leave the cathode independently at constant rate Y, that earlier discharges leave no memory, and that YT ≪ 1. The mean overshoot at which the first successful seed appears is then

⟨u⟩ = ∫₀^∞ exp[−(Y/k) ∫₀^u P(V_s + w) dw] du.

It is positive for every k > 0 and increases with k. For slow ramps its leading term is

⟨u⟩ ≈ √(πk/(2Yg)),

where g is the slope dP/dV just above V_s. A ramp therefore yields the static value in the limit k → 0. At finite rate it does so approximately, when the overshoot is smaller than the accuracy required.

**Proof, first part: the chance that a seed succeeds**

Measure the distance travelled by an avalanche as x = α × distance. With n electrons present, the rate of gaining another is n per unit x, so the probability p_n of having n electrons obeys

dp_n/dx = (n − 1)p_(n−1) − n p_n, with p_1 = 1 at x = 0.

The solution is p_n = e^(−x)(1 − e^(−x))^(n−1). Differentiating it gives

dp_n/dx = −p_n + (n − 1)e^(−x) p_(n−1).

The right side of the rate equation gives the same, because n p_n = p_n + (n − 1)(1 − e^(−x))p_(n−1).

At the anode e^x = M, and the number of ions is j = n − 1, with probability (1/M)(1 − 1/M)^j. Let F(s) be the average of s raised to the number of secondary electrons. Each ion contributes a factor r = 1 − γ + γs, since it either releases no electron or releases one. Summing the geometric series,

F(s) = (1/M) Σ_j [(1 − 1/M)r]^j = 1/[M − (M − 1)r].

Now M − (M − 1)r = 1 + γ(M − 1)(1 − s), and γ(M − 1) = μ, so

F(s) = 1/[1 + μ(1 − s)].

Let q be the probability that the chain started by one electron dies out. It dies out if the chains of all its secondaries do, which gives q = F(q):

q[1 + μ(1 − q)] = 1,

(1 − q)(μq − 1) = 0.

The roots are q = 1 and q = 1/μ. The probability of extinction within n generations starts at zero and is obtained by applying F repeatedly. Since F increases with s, this sequence rises and cannot pass the smaller root, so it converges there. The success probability P = 1 − q is therefore

P = 1 − 1/μ for μ > 1, and P = 0 for μ ≤ 1.

Just above V_s most seeds fail because the chain may die by chance while it still contains few electrons. At V_s + 2 V, P is 0.062.

The slope at threshold follows from dP/dV = μ′/μ², which equals μ′ at μ = 1. With γ exp(αd) = μ + γ = 1 + γ and d(αd)/dV = αd · Bpd/V²,

g = (1 + γ) L B p d/V_s² = 1.01 × 4.615 × 270/198.4² = 0.0320 /V.

**Proof, second part: the ramp**

While the voltage rises by du, a time du/k passes and on average Y du/k seeds appear. A fraction P of them succeeds. Independent selection from a Poisson process leaves a Poisson process, so the probability S(u) that no seed has succeeded up to u obeys

dS/du = −(Y/k) P S, S(0) = 1,

S(u) = exp[−(Y/k) ∫₀^u P(V_s + w) dw].

The probability density of u is −dS/du. Integrating by parts,

⟨u⟩ = −∫₀^∞ u (dS/du) du = ∫₀^∞ S du,

because uS vanishes at both ends. This is the stated integral. At fixed u > 0 the exponent becomes less negative when k increases, so S and the mean both rise with k.

This step assigns each seed the success probability belonging to the voltage at its birth. Near threshold a chain's fate is largely settled within a few times 1/(μ − 1) ≈ 1/(gu) generations, during which the voltage rises by a few times kT/(gu). That is small compared with u if u² ≫ kT/g. The typical u² found below is k/(Yg), so the condition becomes YT ≪ 1. Here YT = 0.001.

**Slow ramps: a square root, not a straight line**

If the overshoot stays small enough for P ≈ gu, the inner integral is gu²/2 and

S = exp[−u²/(2σ²)], σ² = k/(Yg).

The moments are

⟨u⟩ = ∫₀^∞ S du = σ√(π/2),

⟨u²⟩ = ∫₀^∞ 2uS du = 2σ².

The first is the square-root law. The variance is σ²(2 − π/2), so the scatter divided by the mean is √(4/π − 1) = 0.52, independent of k. A fixed delay τ would instead give an overshoot kτ, proportional to k and without scatter. The square root arises because a faster ramp also reaches voltages where seeds succeed more often, which shortens the wait.

For the ramp of 100 V/s, σ = √(100/(50 × 0.0320)) V = 7.9 V, and the law gives 9.9 V. The full integral gives 10.7 V, so the law is 7 % low relative to it. From the crossing of V_s up to and including the successful seed, 50 × 10.7/100 ≈ 5 seeds appear on average. The law requires gσ ≪ 1, or kg/Y ≪ 1; here gσ = 0.25.

The law lies below the integral at every ramp rate if L > 1. To show this, write x = αd and b = Bpd, so that x′ = bx/V² and x″ = b²x/V⁴ − 2bx/V³. Differentiating 1/(e^x − 1) twice with respect to V gives

[e^x/(e^x − 1)²] · {[(e^x + 1)/(e^x − 1)] x′² − x″}.

The fraction multiplying x′² exceeds 1, so the curly bracket exceeds

x′² − x″ = b²x(x − 1)/V⁴ + 2bx/V³,

which is positive for x > 1. Above threshold x ≥ L > 1. Hence 1/μ is convex and P is concave, so P lies below its tangent gu. A smaller P means a larger S and a larger mean.

This supplies a necessary condition for a measurement. If the mean overshoot is to stay below δ, the ramp rate must satisfy k < 2Ygδ²/π. For δ = 1 V this gives k < 1.0 V/s in the example.

**Fast ramps: the seed rate sets the scale**

Since P ≤ 1, S is at least exp(−Yu/k), and therefore

⟨u⟩ ≥ k/Y.

However high the voltage, the gap must wait for a seed. At 10 000 V/s the bound is 200 V and the integral gives 232 V, more than V_s itself. The square-root law would give 99 V. Between 1000 and 10 000 V/s the mean grows on average as k to the power 0.755, between the slow exponent 1/2 and the exponent 1 that holds once P has levelled off near 1.

**Growth to a detectable current**

A successful seed is not yet a recorded breakdown. In each generation the mean number of electrons is multiplied by μ while the voltage rises by kT. Growth from one electron to G, starting at overshoot u₀ and ending at u_b, therefore requires

∫ ln μ du = kT ln G, taken from u₀ to u_b.

Near threshold ln μ ≈ gu, so the left side is g(u_b² − u₀²)/2 and

u_b² = u₀² + c², c² = 2kT ln G/g.

In the example ln G = 13.8 and c = 1.3 V. Because c is combined in quadrature with a much larger u₀, growth adds only 0.12 V to the mean. The total, 10.83 V, agrees with the simulated 10.82 ± 0.08 V.

Both σ and c are proportional to √k. Their relative importance,

c²/(2σ²) = YT ln G,

does not contain the ramp rate. A straight line in a plot against √k is therefore no proof that missing seeds cause the overshoot. The evidence is the fall of the overshoot when seeds are added, together with the large scatter.

With 5000 seeds per second, YT ln G = 1.4 and growth matters as much as waiting. The seed integral alone gives 1.00 V, and with growth the estimate is 1.70 V. The simulated 1.48 V lies between them, 13 % below the estimate. One reason can be derived. The mean size of all chains after many generations is the mean size of the survivors multiplied by P, so survivors are larger than assumed by a factor 1/P. For u₀ near 1 V, P is about 0.03, which reduces ln G effectively by 3.5 and c from 1.3 V to about 1.1 V. This has the right sign and order of magnitude. The voltage also rises while a chain's fate is being settled, which is no longer negligible at YT = 0.1; the share of this effect has not been separated.

**What repetition and extrapolation can do**

The mean of many ramps converges to V_s + ⟨u_b⟩, not to V_s. The lowest of N independent ramps does better. The probability that none of them has had a successful seed up to u is

S^N = exp[−(NY/k) ∫₀^u P(V_s + w) dw],

which is the result for one ramp with an N-fold seed rate. In the slow regime the seed part shrinks by √N. The growth scale c does not shrink, since every ramp must still build up its current at the same k. Because c is combined in quadrature with a smaller u₀, its addition to the mean even rises, from 0.12 V for one ramp to 0.33 V for the lowest of ten. For groups of ten ramps at 100 V/s the theory gives 3.54 V and the simulation 3.40 ± 0.06 V. The simulated value is again somewhat low. The faster start of surviving chains and the rise of the voltage while a chain's fate is being settled both act in this direction, each by about 0.06 to 0.07 V.

Extrapolation to zero ramp rate needs the right abscissa. Take the theoretical mean overshoots at 10 and 40 V/s, which are 3.250 and 6.658 V. A straight line in √k has the intercept

2 × 3.250 − 6.658 = −0.16 V,

whereas a straight line in k has the intercept

(4 × 3.250 − 6.658)/3 = 2.11 V.

These intercepts are the errors left in V_s. The small negative error comes from the curvature of P, whose first correction to the mean is a term proportional to k. If that term is ε at the lower rate, it is 4ε at the higher one, and the intercept is shifted by 2ε − 4ε = −2ε. At 10 V/s the seed integral exceeds the square-root law by 3.210 − 3.134 = 0.076 V, which predicts −0.15 V.

Real data add noise. With n ramps at each rate and scatters of about 1.7 and 3.6 V, the standard error of the √k intercept is √(4 × 1.7² + 3.6²)/√n ≈ 5.0 V/√n. About 1000 ramps at each rate are needed before it falls to the size of the remaining bias.

**The model beside a real gap**

The pressure, the gap length and a breakdown voltage of roughly 200 V are in the range of low-pressure argon processing. The seed rate is a chosen number. In a real chamber it depends on light, surface condition and background radiation, and it may be far lower without a lamp. The overshoot then grows as 1/√Y while kg/Y ≪ 1, and faster once seeds are so rare that the ramp no longer counts as slow. Real seeds are also born in the gas, contrary to the assumption made here. A seed at distance z from the anode leaves on average exp(αz) ions, counting its own partner, so near threshold its chance of success is γ exp(αz)P. Averaged over the gap at αd = L this is γ(e^L − 1)P/L = P/L, a weight of 0.22. If all 50 seeds per second were of this kind, the mean seed overshoot at 100 V/s would be 23 V instead of 10.7 V.

Other omissions move V_s itself. An electron must gain about 16 eV before it can ionize; removing the corresponding distance once from the gap raises V_s by 12 V, a crude estimate but comparable to the overshoot at 100 V/s. The calculated V_s is therefore no substitute for a measured one. Because this distance is needed again after every ionization, avalanche sizes also scatter less than assumed here. Seeds then succeed more often near threshold and the overshoot is smaller, an effect not included in the figures above. Near threshold P ≈ 2(μ − 1)/(1 + f), where f is the variance of the avalanche size divided by its squared mean. The model above has f = 1, so g can be up to twice as large and the slow-ramp overshoot up to a factor √2 smaller. Here the ionization distance is 0.37 of 1/α, and a simple dead-space model gives f ≈ 0.2 and about 8 V instead of 10.7 V at 100 V/s. A gas denser by 1 % raises V_s by 0.5 V. Photons and metastable atoms can also release electrons from the cathode; an adjusted γ can account for their number, but not for delays that differ from the ion transit time. With the avalanche size at V_s, the ions of one generation at detection, spread evenly over 10 cm², make the field differ by 18 V/cm between the two sides of their layer, against an applied 132 V/cm. At 10.8 V above V_s the avalanche is 1.4 times larger and the difference is about 26 V/cm, still a modest distortion. Because the voltage across the gap is fixed, the field change integrates to zero over the gap, and the changes in ionization cancel to first order. What remains lowers the gain, because α is concave in the field for E/p > B/2, by the equivalent of about 0.2 V for ions filling the gap and 0.6 V for a sheet at mid-gap. Neglecting space charge is therefore reasonable up to that point, but it fails if the avalanche is concentrated on a much smaller area. Charges or excited atoms left by an earlier ramp would break the independence of the seeds; that effect is not sized here. The numerical output below lists the values for all six ramp rates.

Values computed for the example and the checks

```
A = 12 /(cm Torr), B = 180 V/(cm Torr)
pressure = 1.0 Torr, gap = 1.5 cm
ion yield gamma = 0.01, L = ln(1+1/gamma) = 4.6151
ion transit time T = 20 us, seed rate Y = 50 /s
detection count G = 1e+06, ln G = 13.82
static breakdown V_s = 198.38 V
reduced field at V_s = 132.3 V/(cm Torr)
slope g = 0.03198 /V
at V_s+2 V: mu = 1.066, P = 0.0617, mean wait = 323.9 ms
at V_s+10 V: mu = 1.369, P = 0.2696, mean wait = 74.2 ms
at V_s+40 V: mu = 3.290, P = 0.6961, mean wait = 28.7 ms
mean overshoot in V: root law, seeds, seeds+growth; seed scatter
k = 0.1 V/s: 0.313, 0.314, 0.318; 0.165
k = 1.0 V/s: 0.991, 0.999, 1.011; 0.525
k = 10.0 V/s: 3.134, 3.210, 3.250; 1.712
k = 100.0 V/s: 9.911, 10.712, 10.834; 5.976
k = 1000.0 V/s: 31.343, 40.806, 41.172; 26.542
k = 10000.0 V/s: 99.114, 232.374, 233.401; 203.071
log slope, two slowest ramps = 0.502
log slope, two fastest ramps = 0.755
fastest ramp: lower bound k/Y = 200 V
main ramp k = 100 V/s
Rayleigh sigma = 7.91 V
simulated mean = 10.82 +- 0.08 V
simulated scatter = 5.94 V, ramps = 6000
mean recorded voltage (theory) = 209.2 V
mean overshoot / V_s = 5.5 %
mean seeds during seed delay = 5.4
lowest of 10, simulated = 3.40 +- 0.06 V
lowest of 10, theory = 3.54 V
hundredfold seed rate = 5000 /s
  seeds only = 1.00 V, with growth = 1.70 V
  simulated = 1.478 +- 0.006 V
  simulated scatter = 0.373 V
Y T = 0.0010, with hundredfold seeds = 0.10
ramps 10, 40 V/s: overshoots 3.250, 6.658 V
V_s error, extrapolated in sqrt(k) = -0.16 V
V_s error, extrapolated in k = 2.11 V
growth overshoot scale c = 1.31 V
growth adds to mean = 0.12 V
volume seed weight near V_s = 0.217
mean if all seeds are volume seeds = 23.0 V
ionization potential used = 15.8 V
V_s shift from ionization distance = 12.1 V
V_s shift for 1% denser gas = 0.53 V
current at detection = 0.81 uA
electrode area = 10 cm2
space-charge field = 18.3 V/cm
applied field at V_s = 132.3 V/cm
```
